# Energy Release Rates of Arc-Shaped and S-Shaped Stuck Cantilevers

A cantilever of thickness $t$, width $b$ and Young modulus $E$ is clamped at $x=0$, a height $h$ above a flat rigid substrate. It bends down and touches the substrate at $x=s$, so $s$ is the detached length. The displacement $w(x)$ is positive towards the substrate, a prime denotes $d/dx$, and $I=bt^3/12$. The beam is thin, its slopes are small, its root is rigid, and the gap is dry. At first there is no residual stress and no axial tension. The elastic energy and the energy release rate are

$$
U=\frac{EI}{2}\int_0^s (w'')^2\,dx,\qquad G=-\frac1b\left(\frac{\partial U}{\partial s}\right)_h .
$$

The rate $G$ is the elastic energy given up per unit area of contact opened. The substrate does not move, so it does no work, and no further term enters.

Two contact conditions are compared at equal $s$, $h$, $E$, $t$ and $b$. In the S-shape a flat attached part holds the contact slope at zero. In the arc the contact transmits a force but no moment, so the beam rotates freely there.

The arc needs a more careful definition. A beam that touches only at its tip has no further length to detach, so $s$ cannot grow in that beam. The derivative is therefore taken along a family of states in which the contact stays free of moment as $s$ changes. One may picture a flat attached tail joined to the detached part by a kink that costs no energy and moves with the contact line. This is the meaning of the arc's release rate below. It differs from the force needed to pull a real tip off.

Between root and contact no distributed load acts, so $EIw''''=0$ and $w$ is a cubic. Let $\theta=w'(s)$ be the contact slope and $\xi=x/s$. The cubic that satisfies $w(0)=w'(0)=0$, $w(s)=h$ and $w'(s)=\theta$ is

$$
w=h(3\xi^2-2\xi^3)+\theta s(\xi^3-\xi^2),
$$

and two differentiations give

$$
w''=\frac{h}{s^2}(6-12\xi)+\frac{\theta}{s}(6\xi-2).
$$

The energy needs three integrals over $0\le\xi\le1$:

$$
\int(6-12\xi)^2d\xi=36-72+48=12,\qquad
\int(6\xi-2)^2d\xi=12-12+4=4,
$$

$$
\int(6-12\xi)(6\xi-2)\,d\xi=\int(-12+60\xi-72\xi^2)\,d\xi=-12+30-24=-6 .
$$

With $dx=s\,d\xi$ and the factor 2 on the cross term,

$$
U(s,\theta)=\frac{EIs}{2}\left[\frac{12h^2}{s^4}-\frac{12h\theta}{s^3}+\frac{4\theta^2}{s^2}\right]
=EI\left[\frac{6h^2}{s^3}-\frac{6h\theta}{s^2}+\frac{2\theta^2}{s}\right].
$$

For the S-shape $\theta=0$, and

$$
U_S=\frac{6EIh^2}{s^3},\qquad
G_S=\frac{18EIh^2}{bs^4}=\frac{3Et^3h^2}{2s^4}.
$$

For the arc the slope adjusts until the contact moment vanishes. That moment is

$$
\frac{\partial U}{\partial\theta}=EI\left(-\frac{6h}{s^2}+\frac{4\theta}{s}\right)=EI\,w''(s),
$$

which is zero at $\theta=3h/(2s)$. Inserting this slope gives

$$
U_A=\frac{EIh^2}{s^3}\left(6-9+\frac92\right)=\frac{3EIh^2}{2s^3},\qquad
G_A=\frac{9EIh^2}{2bs^4}=\frac{3Et^3h^2}{8s^4}.
$$

Hence

$$
\boxed{\frac{G_A}{G_S}=\frac14\qquad\text{at equal } s,\ h,\ E \text{ and } t.}
$$

Neither shape enters the substrate. The slopes are $w'=(6h/s)\xi(1-\xi)$ for the S-shape and $w'=(3h/s)\xi(1-\xi/2)$ for the arc. Both are non-negative, so $w$ rises steadily to $h$.

The origin of the factor appears when $U(s,\theta)$ is differentiated with $\theta$ held fixed:

$$
-\left(\frac{\partial U}{\partial s}\right)_{\theta}
=EI\left[\frac{18h^2}{s^4}-\frac{12h\theta}{s^3}+\frac{2\theta^2}{s^2}\right]
=\frac{EI}{2}\left(\frac{6h}{s^2}-\frac{2\theta}{s}\right)^2 .
$$

The last bracket is $w''(0)$. In the S-shape $\theta$ is fixed, and in the arc $\partial U/\partial\theta=0$, so in both cases this partial derivative is the full one. With the root moment $M_0=EIw''(0)$,

$$
bG=\frac{M_0^2}{2EI}.
$$

Freeing the contact rotation lowers $M_0$ from $6EIh/s^2$ to $3EIh/s^2$. Half the root moment gives one quarter of the release rate.

The same quantity can be followed along the beam. With $M=EIw''$, define $H=M^2/(2EI)-M'w'$. Then

$$
H'=\frac{MM'}{EI}-M''w'-M'w''=M'w''-0-M'w''=0,
$$

since $M''=EIw''''=0$. At the root $w'=0$, so $H=M_0^2/(2EI)=bG$. At the arc's contact $M=0$, while $M'=EI(-12h/s^3+6\theta/s^2)=-3EIh/s^3$. The contact force is therefore $P=3EIh/s^3$, and $bG_A=P\theta$. A contact without moment still has a release rate, because a force acts there on a sloping beam.

A real contact resists rotation to some degree. Let it act as a rotational spring of stiffness $k$, and let $\beta=ks/(EI)$. The energy to be minimised is $\Pi=U+k\theta^2/2$, and $\partial\Pi/\partial\theta=0$ gives

$$
-\frac{6h}{s^2}+\frac{4\theta}{s}+\frac{\beta\theta}{s}=0
\quad\Rightarrow\quad \theta=\frac{6h}{s(4+\beta)} .
$$

The root curvature becomes

$$
w''(0)=\frac{6h}{s^2}-\frac{12h}{s^2(4+\beta)}=\frac{6h}{s^2}\,\frac{\beta+2}{\beta+4}.
$$

If $k$ stays constant as $s$ changes, the spring term has no explicit dependence on $s$, and the fixed-$\theta$ derivative again gives the whole rate:

$$
\frac{G}{G_S}=\left(\frac{\beta+2}{\beta+4}\right)^2 .
$$

This equals $1/4$ for $\beta=0$ and tends to 1 for large $\beta$. If $k$ changes with $s$, the term $-\tfrac12\theta^2\,dk/ds$ must be added to $bG$. A shrinking tip patch loses stiffness as it peels, so the added term is positive. The quarter therefore does not describe the whole process in which a patch shrinks to a point. At fixed $s$, the passage from the S-shape to the arc releases $U_S-U_A=9EIh^2/(2s^3)$, three quarters of the S-shape's energy.

Suppose now that the surfaces adhere with energy $\Gamma$ per unit area. An S-shaped front rests where $G_S=\Gamma$. Because $G_S$ falls as $s^{-4}$, a front at smaller $s$ opens and one at larger $s$ closes, provided the contact can heal with the same $\Gamma$. The resting length is

$$
s_*=\left(\frac{3Et^3h^2}{2\Gamma}\right)^{1/4}.
$$

Setting $G_A=\Gamma$ instead gives $s_*/4^{1/4}=s_*/\sqrt2$. The two contact conditions thus imply different adhesion energies for one measured length, by a factor of four. Reading a tip-touching beam as an S-shape gives four times the $\Gamma$ that this model assigns to it. For a real tip contact, however, $s$ is fixed by the beam's length. The condition $G_A=\Gamma$ then marks only the shortest beam that stays down. For a longer beam $G_A$ is a lower bound on $\Gamma$, and the true value may lie above $G_S$.

For a worked example take $E=160$ GPa, Poisson ratio $\nu=0.25$, $t=2$ µm, $h=1$ µm, $b=20$ µm and $s=100$ µm. Then $EI=2.13\times10^{-12}$ N m², and

$$
G_S=\frac{3(160\times10^9)(2\times10^{-6})^3(10^{-6})^2}{2(10^{-4})^4}\ \text{J/m}^2=0.0192\ \text{J/m}^2,
$$

or 19.2 mJ/m². The arc has $G_A=4.8$ mJ/m² (0.0048 J/m²). The stored energies are 12.8 pJ and 3.2 pJ, and the root moments are 1.28 nN m and 0.64 nN m. The arc's contact slope is $3h/(2s)=15$ mrad, which suits the small-slope theory. The force at the contact follows from $U_A=Ph/2$, so the force route gives

$$
G_A=\frac{P\theta}{b}=\frac{2U_A\theta}{hb}
=\frac{2(3.2\times10^{-12})(0.015)}{(10^{-6})(20\times10^{-6})}\ \text{J/m}^2=0.0048\ \text{J/m}^2,
$$

in agreement with the energy derivative. An arc with the larger rate of 19.2 mJ/m² would have a detached length of 70.7 µm, which is $s/\sqrt2$.

The two rates were also tested numerically. A beam divided into 16 finite elements, each with its own cubic displacement, was relaxed to its lowest elastic energy at neighbouring lengths, and $G$ was taken from the energy difference. For $(s,h)=(100,1)$, $(63,0.7)$ and $(240,2.5)$ µm, both rates agreed with the formulas within 2 parts in $10^5$.

These dimensions lie in the rough range of surface-micromachined cantilevers that are released in a wet etch and dried. Drying from water can bring such a beam into contact. For complete wetting of both walls the meniscus has radius $h/2$. With a rough surface tension $\gamma=0.07$ N/m the suction is $p=2\gamma/h=140$ kPa. A uniform pressure produces the moment $pb(s-x)^2/2$, and hence the tip deflection

$$
\int_0^s\frac{pb(s-x)^3}{2EI}\,dx=\frac{pbs^4}{8EI}=16.4\ \text{µm}.
$$

This is a linear estimate at constant pressure with no substrate in the way. It far exceeds the 1 µm gap, so the film can close it. Whether the beam stays down after drying depends on the adhesion, which varies strongly with roughness and surface treatment. Real devices can also break the assumptions of axial slip, free rotation, zero residual stress and a rigid root.

One sizeable correction arises when the contact cannot slip axially. A bent beam is longer than its horizontal span. If the contact cannot slide and the attached part is unstretched, the detached part must stretch. Take first the case in which the beam is held on its neutral axis. Axial equilibrium makes the strain uniform, so it equals $\varepsilon=(1/2s)\int_0^s(w')^2dx$. For the two shapes

$$
\int_0^s(w'_S)^2dx=\frac{36h^2}{s}\left(\frac13-\frac12+\frac15\right)=\frac{6h^2}{5s},
$$

$$
\int_0^s(w'_A)^2dx=\frac{9h^2}{s}\left(\frac13-\frac14+\frac1{20}\right)=\frac{6h^2}{5s}.
$$

The strains are equal, $\varepsilon=3h^2/(5s^2)$. With $A=bt=12I/t^2$, the stretching energy to leading order in $(h/t)^2$ is

$$
\frac{EAs\varepsilon^2}{2}=\frac{9EAh^4}{50s^3}=\frac{54}{25}\,\frac{EIh^4}{t^2s^3}.
$$

It varies as $s^{-3}$, like the bending energy, so it raises each release rate by the same fraction as the energy. That fraction is $0.36(h/t)^2$ for the S-shape and $1.44(h/t)^2$ for the arc, or 9 % and 36 % here. When the shape is allowed to relax under the tension, the increases are 9.0 % and 35.4 %, and the ratio becomes 0.31. These figures hold for a pin on the neutral axis, where the correction vanishes for $h\ll t$. A real contact acts on the lower face, a distance $t/2$ from that axis. If the lower face cannot slip, the arc's rotation adds the stretch $\theta t/2$, here 15 nm against the 6 nm found above. For $h\ll t$ this stretch alone stores $(EA/2s)(\theta t/2)^2=3EI\theta^2/(2s)$. The last term of $U(s,\theta)$ then becomes $7\theta^2/(2s)$, so $\theta=6h/(7s)$, $U=24EIh^2/(7s^3)$, and the ratio is $4/7$. For $h/t=0.5$ the two stretches add and the ratio is about 0.79. The quarter law thus requires the contact to slip axially, or the beam to have enough slack, even when $h\ll t$.

The tip must also be nearly free to rotate. Consider a contact strip of length $2a$ between two elastic half-planes of equal modulus, and let $E^*=E/[2(1-\nu^2)]$. In plane elasticity a pressure $p(x')$, with $x'$ measured from the strip's centre, produces the relative surface slope

$$
v'(x)=-\frac{2}{\pi E^*}\int_{-a}^{a}\frac{p(x')}{x-x'}\,dx',
$$

taken as a principal value. Try $p=p_0x'/\sqrt{a^2-x'^2}$ and write $x'/(x-x')=-1+x/(x-x')$. The first part integrates to $-\pi$, and the second vanishes for $|x|<a$. A 40-node evaluation at three interior points gave the total $-\pi$ within one part in $10^{10}$. The slope is therefore uniform, $v'=2p_0/E^*$, as a rigid tilt $\theta$ requires, and $p_0=E^*\theta/2$. The moment per unit width is

$$
\int_{-a}^{a}px'\,dx'=p_0\frac{\pi a^2}{2}=\frac{\pi E^*a^2}{4}\,\theta,
$$

so $k=\pi bE^*a^2/4$ and

$$
\beta=\frac{ks}{EI}=\frac{3\pi a^2s}{2(1-\nu^2)t^3}.
$$

A patch of full length $2a=0.1$ µm has $\beta=0.157$. With $k$ held constant the ratio is $(2.157/4.157)^2=0.269$. This is an estimate for a patch that adheres over its whole length, including the side under tension. The tilt stores $\pi E^*a^2\theta^2/8$ per unit width. Its derivative with respect to $a$, shared equally by the two edges, is $\pi E^*a\theta^2/8$, or about 0.35 J/m² here. The adhesion energy must be at least that large to hold the tension side closed. With adhesion of only 5 to 19 mJ/m², as in the worked example, the patch would peel to a much shorter one and the tip would rotate more freely. A patch at the beam's edge has material missing on one side and should be softer. Since $\beta\propto a^2$, a patch of 1 µm would have a hundred times this $\beta$ and would lie much nearer the S-shape, provided the adhesion were strong enough to keep it whole.

Residual stress that varies through the thickness gives the beam a natural curvature $\kappa$, counted positive away from the substrate. The energy density becomes $EI(w''+\kappa)^2/2$. For a beam of total length $L$, including the flat tail, the energy is

$$
\Pi=U(s,\theta)+EI\kappa\theta+\tfrac12EI\kappa^2L,
$$

because $\int_0^sw''dx=\theta$. In the S-shape $\theta=0$, and the added energy does not depend on $s$, so $G_S$ is unchanged. In the arc $\partial\Pi/\partial\theta=0$ gives $\theta=3h/(2s)-\kappa s/4$. The added terms contain no explicit $s$, so the fixed-$\theta$ derivative of $U$ still applies:

$$
bG_A=\frac{EI}{2}\left(\frac{3h}{s^2}+\frac{\kappa}{2}\right)^2,\qquad
\frac{G_A}{G_S}=\left(\frac12+\frac{\kappa s^2}{12h}\right)^2 .
$$

A stress difference of 2 MPa between the faces gives $\kappa=\Delta\sigma/(Et)$ and a free tip curl $\kappa s^2/2=31$ nm. The ratio rises to 0.255.

The S-shape's contact slope is not held exactly at zero, because the material at the contact front yields elastically. This acts like a large but finite $\beta$ and lowers $G_S$ alone. On a rigid substrate the drop is about 3 to 5 % for these dimensions, which raises the ratio to about 0.26. The corrections that follow are smaller or act on both rates alike. If a compliant root acts as an added length $t$, the factor $(100/102)^4$ lowers both rates by 7.6 %. Full plate stiffening replaces $E$ by $E/(1-\nu^2)$ and raises both by 6.7 %. Neither changes the ratio in this form. Shear adds $cs/(EI)$ to the compliance $s^3/(nEI)$, where $n=12$ for the S-shape and $n=3$ for the arc. For a rectangular section with shear factor $5/6$, $c=t^2(1+\nu)/5=1$ µm². To first order in $c/s^2$,

$$
U=\frac{nEIh^2}{2}\left(\frac1{s^3}-\frac{nc}{s^5}\right),
$$

and differentiation shows that $G$ changes by the fraction $-5nc/(3s^2)$. This is $-0.20$ % for the S-shape and $-0.05$ % for the arc, so the ratio moves only to 0.2504. The numerical output lists these values together with the inputs.

## Calculated quantities

```
Young modulus: 160 GPa
Poisson ratio: 0.25 (no unit)
Thickness t: 2.0 um
Gap h: 1.0 um
Width b: 20 um
Detached length s: 100 um
Bending stiffness EI: 2.1333e-12 N m^2
Elastic energy, S-shape: 12800.00 fJ
Elastic energy, arc: 3200.00 fJ
Root moment, S-shape: 1.2800 nN m
Root moment, arc: 0.6400 nN m
Contact slope, arc: 15.00 mrad
Release rate G_S: 19.200 mJ/m^2
Release rate G_A: 4.800 mJ/m^2
G_S in SI units: 0.01920 J/m^2
G_A in SI units: 0.00480 J/m^2
Ratio G_A/G_S: 0.25000 (no unit)
Arc length with release rate G_S: 70.71 um
Largest bending stress, S-shape: 96.0 MPa
Largest bending stress, arc: 48.0 MPa
Water surface tension, rough: 0.07 N/m
Capillary pressure: 140 kPa
Unstopped linear tip deflection: 16.4 um
Axial pinning, change of G_S: 8.96 %
Axial pinning, change of G_A: 35.44 %
Axial pinning, ratio: 0.3107 (no unit)
Tip patch length: 0.10 um
Tip patch beta: 0.157 (no unit)
Tip patch, ratio to G_S: 0.2692 (no unit)
Stress difference over t: 2.0 MPa
Free tip curl: 31.2 nm
Curl, ratio: 0.2552 (no unit)
Root adding length t, change of G_S: -7.62 %
Full plate stiffening, both rates: 6.67 %
Shear, change of G_S: -0.200 %
Shear, change of G_A: -0.050 %
Shear, ratio: 0.25037 (no unit)
```
